# Why the thermal Chern-Simons coefficient tanh(m/2T) respects large gauge invariance

Take a single fermion level with $m/T=8$ and let its gauge holonomy grow from $0$ to $2\pi$. The lowest-order thermal Chern-Simons term says that the phase of the fermion determinant changes by $-3.139486$ rad. This misses $-\pi$ by $0.002107$ rad. When the expansion of the fermion loop in powers of the holonomy is summed to order 80, the higher orders contribute $-0.002107$ rad and the total is $-3.141593$ rad. The terms of higher order in the holonomy thus supply what the first one lacks.

## The belief and its appeal

The belief runs as follows. A Chern-Simons term contributes a factor $e^{i\kappa a}$ to the path integral, where $a$ is the holonomy of the gauge field around the time circle. A large gauge transformation shifts $a$ by $2\pi$, so $\kappa$ must be an integer. The one-loop coefficient at temperature $T$ is proportional to $\tanh(m/2T)$, which varies continuously. Hence either thermal perturbation theory breaks large gauge invariance, or the coefficient is wrong.

For a factor $e^{i\kappa a}$ that must be periodic by itself, the integer condition is correct, and at zero temperature the induced factor does have this form. The hidden assumption is that the induced action is still linear in $a$ at $T>0$. That assumption can be examined in a model with one time dimension and no space, where the determinant is known in closed form.

## The model and its symmetry

Set $\hbar=k_B=1$ and $\beta=1/T$. The Euclidean action is

$$S=\int_0^\beta d\tau\,\psi^\dagger(\partial_\tau+m-iA)\psi,\qquad \psi(\beta)=-\psi(0),\qquad a=\int_0^\beta A\,d\tau .$$

Here $m$ is real and nonzero, and $A(\tau)$ is a given background. The action is unchanged under $\psi\to e^{i\lambda}\psi$, $A\to A+\lambda'$, because the term $i\lambda'$ from the derivative cancels the shift of $-iA$. Antiperiodicity of $\psi$ survives if $\lambda(\beta)-\lambda(0)=2\pi n$ with integer $n$. Small transformations have $n=0$ and leave $a$ alone; large ones give $a\to a+2\pi n$.

The path integral is a trace over the two states of the level, with occupation $\nu=0$ or $1$. I order the charge symmetrically, $\tfrac12[\psi^\dagger,\psi]=\nu-\tfrac12$, so that empty and filled states carry opposite charges. The Hamiltonian $(m-iA(\tau))(\nu-\tfrac12)$ commutes with itself at different times, so its time-ordered exponential is an ordinary one, even when $A$ varies:

$$Z(a)=\sum_{\nu=0,1}e^{-(\beta m-ia)(\nu-1/2)}=2\cosh\frac{\beta m-ia}{2}.$$

Only the holonomy enters. Divide by $Z(0)=2\cosh(\beta m/2)$ and use $\cosh(u-iv)=\cosh u\cos v-i\sinh u\sin v$. With $t=\tanh(\beta m/2)=\tanh(m/2T)$,

$$D(a)=\frac{Z(a)}{Z(0)}=\cos\frac a2-i\,t\sin\frac a2 .\tag{1}$$

For small $a$, $\ln D=-\tfrac i2ta+O(a^2)$. This is the perturbative Chern-Simons term, with $\kappa=-t/2$ per flavour.

## What a large transformation does

Replacing $a$ by $a+2\pi$ adds $\pi$ to $a/2$, and both the cosine and the sine in (1) change sign:

$$D(a+2\pi)=-D(a)\quad\text{for every }t .\tag{2}$$

The value of $t$ plays no part. The sign is a global anomaly of one flavour with symmetric ordering. It is present at zero temperature too, where $\kappa=\mp\tfrac12$, so heating does not create it. With two flavours of the same mass the determinant is $D^2$, which is periodic at all temperatures. Two flavours are therefore the fair setting for the belief: their linear coefficient is $-t$, an integer at $T=0$ and not an integer at $T>0$.

The phase $\theta$ of $D$ follows from the ratio of imaginary to real part,

$$\theta(a)=-\arctan\!\left[t\tan\frac a2\right],\qquad |a|<\pi .\tag{3}$$

The principal arctangent, read as a function on the whole line, has period $2\pi$, but it jumps at $a=\pi$, where the tangent diverges. The determinant does not jump there, since $D(\pi)=-it\neq0$. To follow the phase continuously, differentiate (3):

$$\theta'(a)=-\frac{t}{2}\,\frac{1/\cos^2(a/2)}{1+t^2\tan^2(a/2)}=-\frac{t}{2\left[\cos^2(a/2)+t^2\sin^2(a/2)\right]}=-\frac{t}{2|D(a)|^2}.\tag{4}$$

This slope is smooth and periodic. As $a$ runs from $-\pi$ to $\pi$, formula (3) runs from $+\tfrac\pi2\,\mathrm{sgn}\,m$ to $-\tfrac\pi2\,\mathrm{sgn}\,m$. Therefore

$$\theta(a+2\pi)=\theta(a)-\pi\,\mathrm{sgn}\,m,\qquad \frac1{2\pi}\int_{-\pi}^{\pi}\theta'\,da=-\frac{\mathrm{sgn}\,m}{2}.\tag{5}$$

The continuous phase is thus the periodic principal arctangent of (3) plus a step of $-\pi\,\mathrm{sgn}\,m$ at each odd multiple of $\pi$, and this step gives the sign in (2). Equation (5) also locates the quantized quantity. The mean slope of the phase over one period is $\mp\tfrac12$ at any temperature. The thermal coefficient $-t/2$ is the local slope at $a=0$, and nothing quantizes that.

Now take $m/T=1$, for which $t=0.462117$. For two flavours the linear term changes the phase by $-2\pi t=-2.9036$ rad under $a\to a+2\pi$, and $e^{-2.9036\,i}$ is not 1. The full phase changes by $2\times(-\pi)=-6.2832$ rad, and the determinant returns to itself. The linear term alone does violate the symmetry; the theory from which it was cut does not.

The difference is already visible at moderate holonomy. At $a=2$ rad, (1) gives $D=0.5403-0.3889\,i$, with phase $-0.6238$ rad. The linear term gives $-ta/2=-0.4621$ rad, which is smaller in magnitude by 26% of the full value. The modulus, $|D|=0.6657$, is not 1 either: the induced action has a real part, $\ln|D|$, which the linear term omits altogether.

## The diagrams behind the missing terms

Write $\Gamma=\ln D$ and $\omega_n=(2n+1)\pi/\beta$. The product formula $\cosh(\beta z/2)=\prod_{n\ge0}(1+z^2/\omega_n^2)$ has the logarithmic derivative

$$\frac\beta2\tanh\frac{\beta z}2=\sum_{n\ge0}\frac{2z}{z^2+\omega_n^2}=\sum_n\frac1{z-i\omega_n},$$

where the last sum pairs $\omega_n$ with $-\omega_n$. Put $z=m-ia/\beta$, so that $dz/da=-i/\beta$. Since $\Gamma=\ln\cosh(\beta z/2)+\text{const}$,

$$\Gamma'(a)=-\frac i\beta\sum_n\frac1{m-i\omega_n-ia/\beta}.$$

Each further derivative acts on a power of $z-i\omega_n$ and brings down $-k\,(-i/\beta)=k\,i/\beta$. At $a=0$ this gives

$$\Gamma^{(k)}(0)=-(k-1)!\left(\frac i\beta\right)^{k}\sum_n\frac1{(m-i\omega_n)^k}.\tag{6}$$

This is the fermion loop with $k$ insertions of the gauge field at zero frequency. Insertions at nonzero frequency contribute nothing in total, because $Z$ depends on $a$ alone.

Equation (6) shows why zero temperature is special. As $\beta\to\infty$ the sum becomes $\beta\int d\omega/2\pi$. For $k\ge2$ the integrand $(m-i\omega)^{-k}$ falls at least as fast as $\omega^{-2}$ and has a single pole, at $\omega=-im$. Closing the contour in the half-plane without the pole gives zero. Only the linear term is left, and its coefficient is $\mp\tfrac12$. At $T>0$ the frequencies are discrete, the contour argument is lost, and loops with two or more insertions appear together with the departure of $t$ from $\pm1$. A single one of them may still vanish at a particular temperature, as the loop with four insertions does at $t^2=1/3$.

The two effects are tied by an equation. Both exponentials in $Z$, $e^{\pm ia/2}$ up to constants, satisfy $D''=-D/4$. Since $\Gamma'=D'/D$ and $\Gamma''=D''/D-(D'/D)^2$,

$$\Gamma''+\Gamma'^2=-\tfrac14 .\tag{7}$$

The solution of $D''=-D/4$ with $D(0)=1$ is $D=\cos(a/2)+2D'(0)\sin(a/2)$. It changes sign under $a\to a+2\pi$ whatever $D'(0)$ may be. Large gauge invariance therefore puts no condition on the first coefficient. The higher coefficients are nevertheless fixed by the first one through (7), which holds because the level has only the two charges $\pm\tfrac12$.

To see how, insert $\Gamma'(0)=-it/2$, that is $\Gamma'(0)^2=-t^2/4$, into (7):

$$\Gamma''(0)=-\tfrac14+\tfrac{t^2}4=-\tfrac{1-t^2}4 .$$

Differentiating (7) once gives $\Gamma'''=-2\Gamma'\Gamma''$, so

$$\Gamma'''(0)=-2\left(-\frac{it}2\right)\left(-\frac{1-t^2}4\right)=-\frac{i\,t(1-t^2)}4 .$$

Dividing by $2!$ and $3!$,

$$\Gamma=-\frac{it}{2}a-\frac{1-t^2}{8}a^2-\frac{i\,t(1-t^2)}{24}a^3+\dots\tag{8}$$

For $m/T=1$ the three coefficients are $-0.2311\,i$, $-0.0983$ and $-0.0151\,i$. The second and third carry the factor $1-t^2$, which vanishes when $t=\pm1$.

## Why no finite order can succeed

Suppose the two-flavour action $2\Gamma$ is replaced by a polynomial $P(a)$. For $e^P$ to be periodic, $P(a+2\pi)-P(a)$ must be an integer multiple of $2\pi i$ for each $a$, and by continuity it must be the same multiple for all $a$. If $P$ has degree $d\ge2$ and leading coefficient $c$, the difference has the leading term $2\pi d\,c\,a^{d-1}$, which is not constant. So $P$ must be linear, with an integer times $i$ as its coefficient.

At finite nonzero temperature the first-order truncation has coefficient $-it$ with $0<|t|<1$, and it fails. Any truncation at order two or above contains the nonzero quadratic term of (8), has degree at least two, and fails as well. The violation is a property of truncation in $a$ and is no evidence against the value $\tanh(m/2T)$.

Whether the whole series repairs the violation term by term depends on its convergence. The singularities of $\Gamma$ are the zeros of $D$:

$$\frac{\beta m-ia}2=i\pi\left(j+\tfrac12\right)\quad\Longrightarrow\quad a=-(2j+1)\pi-i\beta m,\qquad j\in\mathbb Z.$$

The nearest ones lie at a distance

$$R=\sqrt{\pi^2+(m/T)^2}\tag{9}$$

from the origin. This exceeds $\pi$ for any nonzero mass, so the series converges on the whole interval $[-\pi,\pi]$, and (2) then supplies all other holonomies. For $a=2\pi$ to lie inside the circle of convergence one needs $R>2\pi$, that is $|m|/T>\sqrt3\,\pi=5.441$.

The numbers show both cases. I generated the coefficients by inserting a power series for $\Gamma'$ into (7) and solving order by order in 40-digit arithmetic. For $m/T=1$, $R=3.297$. At $a=2$, inside the circle, the absolute error of the truncated $\Gamma$ is $0.44$ at order 1, $0.043$ at order 3, $5.9\times10^{-4}$ at order 10 and $4.8\times10^{-11}$ at order 40. At $a=2\pi$, outside it, the error grows from $1.7\times10^2$ at order 10 to $9.9\times10^9$ at order 40. There the series about $a=0$ cannot be used directly, but (2) gives $D(2\pi)=-D(0)$ without it.

For $m/T=8$ the point $2\pi$ lies inside the circle. The series must then converge to $\Gamma(2\pi)$ as reached continuously along the real axis, which by (5) is $-i\pi$. The linear term is $-i\pi\tanh4=-3.139486\,i$, and the higher orders have to supply the remaining $-0.002107\,i$. This is the fact stated at the start. The real part must sum to zero, because $|D(2\pi)|=1$; at order 80 its magnitude is below $10^{-13}$.

## A mean charge need not be an integer

The trace gives these results a physical reading. Let $f=1/(e^{\beta m}+1)$ be the Fermi occupation. The empty state has charge $-\tfrac12$ and probability $e^{\beta m/2}/[2\cosh(\beta m/2)]=1-f$; the filled state has charge $+\tfrac12$ and probability $f$. So

$$D(a)=(1-f)\,e^{-ia/2}+f\,e^{ia/2},\qquad t=1-2f .$$

Squaring gives the two-flavour determinant as an average over integer charges:

$$D^2=(1-f)^2e^{-ia}+2f(1-f)+f^2e^{ia}=\sum_{q}p_q\,e^{iqa}.\tag{10}$$

At $m/T=1$, $f=0.2689$, and the probabilities of the charges $-1$, $0$, $+1$ are $0.5344$, $0.3932$ and $0.0723$. The mean charge is $0.0723-0.5344=-0.4621=-t$.

The logarithm of $\langle e^{iqa}\rangle$ starts as $i\langle q\rangle a-\tfrac12\langle(q-\langle q\rangle)^2\rangle a^2$. The thermal Chern-Simons coefficient is thus a mean charge, and the quadratic term is a thermal charge fluctuation. Large gauge invariance requires that each state have integer charge. It does not ask this of an average over states. At $T=0$ with $m\ne0$ only one state contributes, the mean equals the charge of that state, and the coefficient becomes an integer for this reason.

The quantization argument keeps its force for a bare Chern-Simons term, a factor $e^{i\kappa_0a}$ put into the theory by hand. With $N_f$ flavours, (2) gives the sign $(-1)^{N_f}$, so $\kappa_0-N_f/2$ must be an integer at every temperature. For one flavour, $\kappa_0=\tfrac12$ gives

$$e^{ia/2}D(a)=1-f+f\,e^{ia},$$

which is periodic. Its linear coefficient is $if$, and $f=0.2689$ is again no integer. The price of periodicity is that the two states no longer carry opposite charges.

## Cold and hot limits

At fixed $m\neq0$ and $T\to0$, $t\to\mathrm{sgn}\,m$ and (1) becomes $e^{-i\,\mathrm{sgn}(m)\,a/2}$. The linear law is then the whole answer. At $a=2$ rad the linear and full phases are $-0.9640$ and $-0.9832$ rad for $m/T=4$, and both are $-1.0000$ rad for $m/T=20$.

In the hot limit $|m|/T\to0$, $t$ tends to zero. For fixed $|a|<\pi$, (3) gives $\theta\approx-t\tan(a/2)$, so the ratio of the full phase to the linear one tends to $\tan(a/2)/(a/2)$. This is not close to 1 unless $a$ is small. For $m/T=0.2$ and $a=2$ rad the phases are $-0.1540$ and $-0.0997$ rad. As $|m|/T$ decreases further, the continuous phase stays close to $0$ over most of $|a|<\pi$ and close to $-\pi\,\mathrm{sgn}\,m$ over most of $\pi<a<3\pi$, and its change of $\pi$ is concentrated ever more closely around $a=\pi$, where $|D|^2$ in (4) falls to $t^2$. At $m=0$ the determinant vanishes at $a=\pi$, its phase is undefined there, and the continuous phase used in (5) no longer exists.

## What carries over to two space dimensions

The same result governs one class of backgrounds in $2+1$ dimensions. Take a two-component Dirac fermion on a torus with a uniform static magnetic field $B$, an integer number $N$ of flux quanta, and a time component of the gauge field that is uniform in space, with holonomy $a$. The one-particle Hamiltonian is

$$h=\sigma_1\pi_1+\sigma_2\pi_2+m\sigma_3,\qquad [\pi_1,\pi_2]=iB .$$

Let $Q=\sigma_1\pi_1+\sigma_2\pi_2$. Since $\sigma_1\sigma_2=i\sigma_3$, $Q^2=\pi_1^2+\pi_2^2+i\sigma_3[\pi_1,\pi_2]=\pi_1^2+\pi_2^2-\sigma_3B$. The operator $\pi_1^2+\pi_2^2$ has Landau levels $|B|(2l+1)$, $l=0,1,\dots$ Each has $|N|$ states: in the gauge $A=(0,Bx)$ the momenta $2\pi j/L_y$ label orbits centred at $x=2\pi j/(BL_y)$, and a shift by $L_x$ identifies $j$ with $j+BL_xL_y/2\pi=j+N$. A numerical diagonalization of the lattice Laplacian on $16\times16$ sites with three flux quanta shows this grouping: three states lie at or below $0.991\,B$, and the next lies at $2.954\,B$, near the continuum values $B$ and $3B$.

The zero modes of $Q$ are therefore the $|N|$ states with $l=0$ and $\sigma_3=\mathrm{sgn}\,B$. They have energy $m\,\mathrm{sgn}\,N$. All other states pair up. If $Q\chi=\varepsilon\chi$ with $\varepsilon\neq0$, then $Q\sigma_3\chi=-\varepsilon\sigma_3\chi$, and in the space of $\chi$ and $\sigma_3\chi$ the Hamiltonian is $\begin{pmatrix}\varepsilon&m\\m&-\varepsilon\end{pmatrix}$, with eigenvalues $\pm E$, $E=\sqrt{m^2+\varepsilon^2}$.

With symmetric ordering for each level, a pair contributes

$$\cosh\frac{\beta E-ia}2\,\cosh\frac{-\beta E-ia}2=\tfrac12\left(\cosh\beta E+\cos a\right).$$

Divided by its value at $a=0$, this is positive, and it approaches 1 exponentially as $E$ grows, so the product over pairs converges. The phase comes from the unpaired states alone. Because $\theta$ is odd in $m$, it equals $N\theta(a)$ for either sign of $N$. For $m/T=1$, $a=2$ rad and $N=\pm3$ it is $\mp1.871$ rad.

A Chern-Simons term of level $k$ assigns the charge density $kB/2\pi$, hence the charge $kN$ and the factor $e^{ikNa}$. Comparison with the linear part of $N\theta$ gives $k=-\tfrac12\tanh(m/2T)$, the perturbative thermal coefficient in the static limit, where the frequency of the field goes to zero before its wave vector. At $T>0$ the opposite order, which governs the Hall conductivity, gives a different number. It is the Berry curvature $m/2E^3$ weighted by the occupation difference $\tanh(E/2T)$ of the two bands, $k=-\tfrac m2\int_{|m|}^\infty dE\,E^{-2}\tanh(E/2T)$, which is $-0.381$ at $m/T=1$ against the static $-0.231$. The two agree at $T=0$. The full phase obeys (5) multiplied by $N$, so one flavour acquires the sign $(-1)^N$ under a large transformation. An even number of flavours, or an odd number with a half-integer bare level, makes the determinant periodic for every $N$. This derivation needs a static magnetic field and a spatially uniform time component. With electric fields the levels no longer separate in this way, and formula (3) cannot be carried over.

Numbers in the example were calculated in double precision.
